**Power carried by evanescent orders through a lossless mask gap**

An order with field A exp(−κz) + B exp(κz) in a lossless gap carries the time-averaged normal flux κ Im(A\*B)/(ωμ0) in TE polarization, where A and B are the decaying and growing amplitudes of E_y, κ is the decay constant and ω the angular frequency. In TM polarization A and B are amplitudes of H_y, and μ0 is replaced by ε0 times the relative permittivity of the gap. The program asserts both laws against time averages of real fields, including the zero normal flux of a single evanescent wave. For a phase mask at 365 nm with a 60 nm air gap, it asserts that the first-order flux in the gap equals the flux arriving in the resist, and that the total energy balance closes. A separate two-dimensional finite-difference solution must agree within 3%; both solutions give 0.051 of the incident power for the two first orders together. The second orders carry nothing into a lossless resist, and into an absorbing one they carry what it absorbs. The output also lists the dependence on gap width, the image modulation in the resist, and the effects of TM polarization, resist absorption, a reflecting substrate and tilted illumination.

## Numerical check

```python
"""Power carried through a lossless gap by evanescent diffraction orders.

Result under test: in a gap, an order A exp(-kappa z) + B exp(+kappa z) has
the time-averaged normal flux
    TE (A, B amplitudes of E_y): S_z = kappa Im(A* B) / (omega mu0)
    TM (A, B amplitudes of H_y): S_z = kappa Im(A* B) / (omega eps0 eps_gap)
Time factor exp(-i omega t); z runs from mask to resist; the gap is air.
The resist, with normal wavenumber q, sets B = r A exp(-2 kappa d), where
for TE r = (kappa + i q)/(kappa - i q).
In the mask solver F is E_y (TE) or H_y (TM), U is F' (TE) or F'/eps (TM),
so the flux of an order is proportional to Im(F* U). Lengths are in nm.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.sparse.linalg import spsolve

WAVELENGTH = 365.0
PERIOD = 300.0
DEPTH = 200.0
FILL = 0.5
GAP = 60.0
N_GLASS = 1.47
N_RESIST = 1.70
INTENSITY = 10.0            # mW/cm2, incident in the glass
K0 = 2 * np.pi / WAVELENGTH


def normal_wavenumber(index, kx):
    """Root with non-negative imaginary part (outgoing or decaying)."""
    return np.sqrt(complex(index)**2 * K0**2 - kx**2 + 0j)


def solve_mask(gap, pol="TE", n_resist=N_RESIST, film=None, n_sub=None,
               sin_in=0.0, n_max=8):
    """Fourier modal solution of glass / grating / air gap / resist."""
    m = np.arange(-n_max, n_max + 1)
    size = len(m)
    eye = np.eye(size)
    kx = K0 * sin_in + 2 * np.pi * m / PERIOD
    difference = m[:, None] - m[None, :]
    te = pol == "TE"

    def fourier(ridge, groove):
        return (groove * (difference == 0)
                + (ridge - groove) * FILL * np.sinc(difference * FILL))

    def admittance(index):
        weight = 1.0 if te else complex(index)**2
        return 1j * normal_wavenumber(index, kx) / weight

    y = np.diag(admittance(n_resist if film is None else n_sub))
    layers = [] if film is None else [(film, n_resist, n_resist)]
    layers += [(gap, 1.0, 1.0), (DEPTH, N_GLASS, 1.0)]
    y_list, down_list = [y], []
    for thickness, n_a, n_b in layers:
        eps = fourier(n_a**2, n_b**2)
        if te:
            p_mat = eye
            q_mat = np.diag(kx**2) - K0**2 * eps
        else:
            p_mat = np.linalg.inv(fourier(1 / n_a**2, 1 / n_b**2))
            q_mat = (np.diag(kx) @ np.linalg.inv(eps) @ np.diag(kx)
                     - K0**2 * eye)
        slices = int(np.ceil(thickness / 10.0))
        zero = np.zeros((size, size))
        t = expm(-thickness / slices
                 * np.block([[zero, p_mat], [q_mat, zero]]))
        t11, t12 = t[:size, :size], t[:size, size:]
        t21, t22 = t[size:, :size], t[size:, size:]
        down = eye
        for _ in range(slices):
            g = np.linalg.inv(t11 + t12 @ y)
            y = (t21 + t22 @ y) @ g
            down = down @ g
        y_list.append(y)
        down_list.append(down)

    incident = (m == 0).astype(complex)
    y_glass = admittance(N_GLASS)
    reflected = np.linalg.solve(np.diag(y_glass) + y,
                                (np.diag(y_glass) - y) @ incident)
    f_top = down_list[-1] @ (incident + reflected)
    u_top = y_list[-2] @ f_top
    f_bottom = down_list[-2] @ f_top
    u_bottom = y_list[-3] @ f_bottom
    flux_in = y_glass[n_max].imag
    kappa = np.sqrt(kx**2 - K0**2 + 0j)
    a = (f_top - u_top / kappa) / 2
    b = (f_top + u_top / kappa) / 2
    return dict(
        c=n_max, kx=kx, kappa=kappa, A=a, B=b, flux_in=flux_in,
        f_top=f_top, f_bottom=f_bottom, u_bottom=u_bottom,
        R=y_glass.imag * abs(reflected)**2 / flux_in,
        gap_flux=np.imag(np.conj(f_top) * u_top) / flux_in,
        resist_flux=admittance(n_resist).imag * abs(f_bottom)**2 / flux_in)


def evanescent_fraction(s, order):
    """Flux law for one evanescent order, relative to the incident flux."""
    i = s["c"] + order
    return (2 * s["kappa"][i].real * np.imag(np.conj(s["A"][i]) * s["B"][i])
            / s["flux_in"])


def first_pair(s):
    return evanescent_fraction(s, 1) + evanescent_fraction(s, -1)


# --- flux laws against time averages of real fields (SI units) ---
omega = 2 * np.pi * const.c / (WAVELENGTH * 1e-9)
kx_si = 2 * np.pi / (PERIOD * 1e-9)
kappa_si = np.sqrt(kx_si**2 - (omega / const.c)**2)
phases = np.exp(-2j * np.pi * np.arange(64) / 64)


def time_average(first, second):
    return np.mean((first * phases).real * (second * phases).real)


def averaged_flux(a, b, z, pol):
    def field(zz):
        return a * np.exp(-kappa_si * zz) + b * np.exp(kappa_si * zz)
    step = 1e-11
    slope = (field(z + step) - field(z - step)) / (2 * step)
    if pol == "TE":
        h_x = 1j * slope / (omega * const.mu_0)
        h_z = kx_si * field(z) / (omega * const.mu_0)
        return -time_average(field(z), h_x), time_average(field(z), h_z)
    e_x = -1j * slope / (omega * const.epsilon_0)
    e_z = -kx_si * field(z) / (omega * const.epsilon_0)
    return time_average(e_x, field(z)), -time_average(e_z, field(z))


for pol, constant in (("TE", const.mu_0), ("TM", const.epsilon_0)):
    scale = kappa_si / (omega * constant)
    for z in (0.0, 25e-9, 60e-9):
        for delta in (-1.0, 0.0, 0.7, 2.1, np.pi):
            b_test = 0.3 * np.exp(1j * delta)
            s_z, _ = averaged_flux(1.0, b_test, z, pol)
            assert abs(s_z - scale * b_test.imag) < 1e-6 * scale
        for a_one, b_one in ((1.0, 0.0), (0.0, 1.0)):
            s_z, s_x = averaged_flux(a_one, b_one, z, pol)
            assert abs(s_z) < 1e-6 * scale and s_x > 0.1 * scale

# --- the mask: energy balance and the power that reaches the resist ---
main = solve_mask(GAP)
c = main["c"]
kappa1 = main["kappa"][c + 1].real
kappa2 = main["kappa"][c + 2].real
q1 = normal_wavenumber(N_RESIST, main["kx"][c + 1]).real
q2 = normal_wavenumber(N_RESIST, main["kx"][c + 2])
A1, B1 = main["A"][c + 1], main["B"][c + 1]
A2, B2 = main["A"][c + 2], main["B"][c + 2]
pair = first_pair(main)
reflected_total = main["R"].sum()
zeroth = main["gap_flux"][c]
assert pair > 1e-3
for order in (-1, 1):
    assert np.isclose(evanescent_fraction(main, order),
                      main["resist_flux"][c + order], rtol=1e-6)
assert abs(reflected_total + zeroth + pair - 1) < 1e-8
r1 = (kappa1 + 1j * q1) / (kappa1 - 1j * q1)
assert np.isclose(B1 / A1, r1 * np.exp(-2 * kappa1 * GAP), rtol=1e-6)
delta1 = np.angle(B1 / A1)
assert np.isclose(delta1, 2 * np.arctan(q1 / kappa1), rtol=1e-6)

# Both parts present but in phase: the second order carries nothing.
assert abs(B2) > 1e-6 * abs(A2) and abs(evanescent_fraction(main, 2)) < 1e-10

# The phase of the first-order field advances as flux / |F|^2 requires.
flux1 = evanescent_fraction(main, 1) * main["flux_in"]
advance = np.angle(main["f_bottom"][c + 1] / main["f_top"][c + 1])
integral = quad(lambda z: flux1 / abs(A1 * np.exp(-kappa1 * z)
                                      + B1 * np.exp(kappa1 * z))**2,
                0, GAP)[0]
assert np.isclose(advance, integral, rtol=1e-6)

# Local flux at the resist surface, and its average over one period.
x = np.arange(600) * PERIOD / 600
waves = np.exp(1j * np.outer(x, main["kx"]))
local = np.imag(np.conj(waves @ main["f_bottom"])
                * (waves @ main["u_bottom"])) / main["flux_in"]
assert np.isclose(local.mean(), zeroth + pair, rtol=1e-7)

# --- absorbing resist: second order delivers what the resist absorbs ---
N_ABSORB = 1.70 + 0.02j
absorbing = solve_mask(GAP, n_resist=N_ABSORB)
q2_abs = normal_wavenumber(N_ABSORB, absorbing["kx"][c + 2])
f2 = absorbing["f_bottom"][c + 2]
absorbed = (K0**2 * (N_ABSORB**2).imag * abs(f2)**2
            * quad(lambda z: abs(np.exp(1j * q2_abs * z))**2, 0, 2000)[0]
            / absorbing["flux_in"])
second_abs = evanescent_fraction(absorbing, 2)
assert second_abs > 0 and np.isclose(second_abs, absorbed, rtol=1e-4)
r2_abs = B2 * 0 + absorbing["B"][c + 2] / absorbing["A"][c + 2]
im_r2 = 2 * kappa2 * q2_abs.real / abs(kappa2 - 1j * q2_abs)**2
assert np.isclose(r2_abs.imag, im_r2 * np.exp(-2 * kappa2 * GAP), rtol=1e-4)

# --- convergence in the number of orders ---
for pol, tolerance in (("TE", 3e-3), ("TM", 2e-2)):
    coarse = first_pair(solve_mask(GAP, pol))
    fine = first_pair(solve_mask(GAP, pol, n_max=14))
    assert abs(coarse / fine - 1) < tolerance


# --- independent two-dimensional finite-difference solution (TE) ---
def finite_difference_pair(h=2.5):
    nx = int(round(PERIOD / h))
    pad = 4
    n_groove, n_gap = int(round(DEPTH / h)), int(round(GAP / h))
    nz = 2 * pad + n_groove + n_gap
    eps = np.ones((nz, nx))
    eps[:pad] = N_GLASS**2
    eps[pad:pad + n_groove, :nx // 2] = N_GLASS**2
    eps[pad + n_groove + n_gap:] = N_RESIST**2
    kx = 2 * np.pi * np.fft.fftfreq(nx, d=h)

    def ghost(index):
        factor = np.exp(1j * normal_wavenumber(index, kx) * h)
        return np.fft.ifft(factor[:, None] * np.fft.fft(np.eye(nx), axis=0),
                           axis=0)

    d_x = sparse.diags([1, -2, 1], [-1, 0, 1], shape=(nx, nx)).tolil()
    d_x[0, nx - 1] = d_x[nx - 1, 0] = 1
    d_z = sparse.diags([1, -2, 1], [-1, 0, 1], shape=(nz, nz))
    matrix = (sparse.kron(sparse.eye(nz), d_x.tocsr())
              + sparse.kron(d_z, sparse.eye(nx))
              + sparse.diags((K0 * h)**2 * eps.ravel()))
    for row, index in ((0, N_GLASS), (nz - 1, N_RESIST)):
        selector = sparse.csr_matrix(([1.0], ([row], [row])), shape=(nz, nz))
        matrix = matrix + sparse.kron(selector,
                                      sparse.csr_matrix(ghost(index)))
    rhs = np.zeros(nz * nx, complex)
    rhs[:nx] = 2j * np.sin(N_GLASS * K0 * h)
    field = spsolve(matrix.tocsc(), rhs).reshape(nz, nx)
    j = pad + n_groove + n_gap // 2
    upper, lower = np.fft.fft(field[j]) / nx, np.fft.fft(field[j + 1]) / nx
    flux = np.imag(np.conj(upper) * lower) / h / (N_GLASS * K0)
    return flux[1] + flux[-1]


pair_fd = finite_difference_pair()
assert abs(pair_fd / pair - 1) < 0.03      # grid error of the 2.5 nm mesh

# --- wide gaps: half a wavelength more costs exp(-kappa * wavelength) ---
wide = first_pair(solve_mask(400.0))
wider = first_pair(solve_mask(400.0 + WAVELENGTH / 2))
decay_expected = np.exp(-kappa1 * WAVELENGTH)
assert np.isclose(wider / wide, decay_expected, rtol=5e-3)


def modulation(depth):
    q = normal_wavenumber(N_RESIST, main["kx"])
    image = abs(waves @ (main["f_bottom"] * np.exp(1j * q * depth)))**2
    return (image.max() - image.min()) / (image.max() + image.min())


# --- effects left out of the main model ---
tm_pair = first_pair(solve_mask(GAP, "TM"))
film_pair = first_pair(solve_mask(GAP, n_resist=N_ABSORB, film=300.0,
                                  n_sub=6.5 + 2.7j))
tilted = solve_mask(GAP, sin_in=np.sin(np.radians(2.0)))

print(f"wavelength {WAVELENGTH:.0f} nm, period {PERIOD:.0f} nm")
print(f"groove depth {DEPTH:.0f} nm, fill {FILL:.2f}, gap {GAP:.0f} nm")
print(f"index: glass {N_GLASS:.2f}, resist {N_RESIST:.2f}, gap 1")
print(f"incident intensity in glass {INTENSITY:.1f} mW/cm2")
print(f"k0 = {K0:.6f} 1/nm, k_glass = {N_GLASS * K0:.6f} 1/nm")
print(f"first order kx/k0 = {main['kx'][c + 1] / K0:.4f}")
print(f"second order kx/k0 = {main['kx'][c + 2] / K0:.4f}")
print(f"first order kappa = {kappa1:.6f} 1/nm, 1/kappa = {1/kappa1:.1f} nm")
print(f"first order q in resist = {q1:.6f} 1/nm")
print(f"second order kappa = {kappa2:.6f} 1/nm, Im q = {q2.imag:.6f} 1/nm")
print("amplitudes at gap entrance, relative to incident E:")
print(f"first order |A| = {abs(A1):.5f}, |B| = {abs(B1):.5f}")
print(f"first order phase of B relative to A = {np.degrees(delta1):.2f} deg")
print(f"first order Im(A*B) = {np.imag(np.conj(A1) * B1):.6f}")
print(f"first order phase advance over gap = {np.degrees(advance):.2f} deg")
print(f"second order |A| = {abs(A2):.5f}, |B| = {abs(B2):.6f}")
print(f"second order relative phase = {abs(np.degrees(np.angle(B2/A2))):.2f} deg")
print(f"reflected fraction, all orders = {reflected_total:.5f}")
print(f"zeroth order fraction through gap = {zeroth:.5f}")
print(f"sum without evanescent orders = {reflected_total + zeroth:.5f}")
print(f"one first order fraction = {evanescent_fraction(main, 1):.5f}")
print(f"both first orders fraction = {pair:.5f}")
print(f"sum with evanescent orders = {reflected_total + zeroth + pair:.5f}")
print(f"both first orders power = {pair * INTENSITY:.4f} mW/cm2")
print(f"finite-difference value of both = {pair_fd:.5f}")
print(f"local flux/incident at resist: min {local.min():.3f}, max {local.max():.3f}")
for gap in (10.0, 30.0, 60.0, 120.0, 240.0, 400.0):
    value = first_pair(solve_mask(gap))
    print(f"gap {gap:.0f} nm: both first orders fraction {value:.3e}")
print(f"flux ratio, gap 400 nm plus half wavelength = {wider / wide:.5f}")
print(f"exp(-kappa wavelength) = {decay_expected:.5f}")
for depth in (0.0, 250.0, 500.0):
    print(f"image modulation at resist depth {depth:.0f} nm = {modulation(depth):.3f}")
print("effects left out, both first orders fraction unless stated:")
print(f"TM polarization: {tm_pair:.5f}")
print(f"resist index 1.70+0.02i: {first_pair(absorbing):.5f}")
print(f"same resist, one second order fraction: {second_abs:.3e}")
print(f"300 nm absorbing film on index 6.5+2.7i: {film_pair:.5f}")
print(f"2 deg tilt (in air): order +1 {evanescent_fraction(tilted, 1):.5f}, "
      f"order -1 {evanescent_fraction(tilted, -1):.5f}")
print("checks complete")
```

Running it gives:

```
wavelength 365 nm, period 300 nm
groove depth 200 nm, fill 0.50, gap 60 nm
index: glass 1.47, resist 1.70, gap 1
incident intensity in glass 10.0 mW/cm2
k0 = 0.017214 1/nm, k_glass = 0.025305 1/nm
first order kx/k0 = 1.2167
second order kx/k0 = 2.4333
first order kappa = 0.011930 1/nm, 1/kappa = 83.8 nm
first order q in resist = 0.020439 1/nm
second order kappa = 0.038187 1/nm, Im q = 0.029970 1/nm
amplitudes at gap entrance, relative to incident E:
first order |A| = 0.36051, |B| = 0.08614
first order phase of B relative to A = 119.46 deg
first order Im(A*B) = 0.027039
first order phase advance over gap = 46.46 deg
second order |A| = 0.01017, |B| = 0.000013
second order relative phase = 0.00 deg
reflected fraction, all orders = 0.25258
zeroth order fraction through gap = 0.69643
sum without evanescent orders = 0.94901
one first order fraction = 0.02549
both first orders fraction = 0.05099
sum with evanescent orders = 1.00000
both first orders power = 0.5099 mW/cm2
finite-difference value of both = 0.05103
local flux/incident at resist: min 0.618, max 0.978
gap 10 nm: both first orders fraction 1.693e-01
gap 30 nm: both first orders fraction 1.160e-01
gap 60 nm: both first orders fraction 5.099e-02
gap 120 nm: both first orders fraction 1.135e-02
gap 240 nm: both first orders fraction 8.132e-04
gap 400 nm: both first orders fraction 2.177e-05
flux ratio, gap 400 nm plus half wavelength = 0.01285
exp(-kappa wavelength) = 0.01285
image modulation at resist depth 0 nm = 0.258
image modulation at resist depth 250 nm = 0.723
image modulation at resist depth 500 nm = 0.609
effects left out, both first orders fraction unless stated:
TM polarization: 0.02345
resist index 1.70+0.02i: 0.04976
same resist, one second order fraction: 1.766e-08
300 nm absorbing film on index 6.5+2.7i: 0.02961
2 deg tilt (in air): order +1 0.01421, order -1 0.04499
checks complete
```
